# Coulomb Green's function below threshold: smooth part and cotangent part

## What scaling and symmetry fix

Consider one electron in the field of a fixed point charge \(Z>0\), without relativity, in atomic units. For angular momentum \(l\) and energy \(E=-Z^2/(2\nu^2)\), \(\nu>0\), the radial Green's function obeys

\[
\left[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr-E\right]g(r,r')=\delta(r-r'),
\]

vanishes at the origin and decays at infinity. Put \(\rho=Zr\). The operator becomes \(Z^2\) times an operator containing only \(l\) and \(\nu\), while \(\delta(r-r')=Z\,\delta(\rho-\rho')\). Hence \(g=Z^{-1}G(\rho,\rho';\nu)\).

Away from \(r=r'\), \(g\) solves the homogeneous equation

\[
y''-\frac{l(l+1)}{\rho^2}y+\frac2\rho y-\frac{1}{\nu^2}y=0. \tag{1}
\]

Let \(f\) be its regular solution with \(f\to(2\rho)^{l+1}/(2l+1)!\) at the origin. Let \(D\) be its decaying solution with \(D\to(2l)!\,(2\rho)^{-l}\) there. Such a \(D\) exists unless the decaying solution is itself regular, which is the bound-state condition. Since (1) has no first-derivative term, the Wronskian is constant, and its value at the origin is

\[
fD'-f'D=\frac{-2l-2(l+1)}{2l+1}=-2 .
\]

Integrating the equation for \(g\) across \(r=r'\) requires \(\partial_r g\) to jump by \(-2\). Because \(\partial_r=Z\partial_\rho\), this gives

\[
g=\frac1Z f(\rho_<)\,D(\rho_>),\qquad \rho_<=\min(\rho,\rho'),\quad \rho_>=\max(\rho,\rho'). \tag{2}
\]

Equation (1) is even in \(\nu\); only the demand for decay distinguishes \(\nu\) from \(-\nu\). The normalization of \(f\) does not depend on \(\nu\), and the series coefficients of \(f\) are polynomials in \(1/\nu^2\), so \(f\) has no poles. All poles of \(g\) therefore sit in \(D\). Two solutions with the same \(\rho^{-l}\) term differ by a multiple of \(f\), so \(D=H+c(\nu)f\) for any other such solution \(H\). The task is to find an \(H\) without poles. The result is

\[
D=H-\pi A\cot(\pi\nu)\,f,\qquad A=\prod_{p=1}^{l}\left(1-\frac{p^2}{\nu^2}\right), \tag{3}
\]

\[
g=\frac1Z f(\rho_<)H(\rho_>)-\frac{\pi}{Z}A\cot(\pi\nu)f(\rho_<)f(\rho_>). \tag{4}
\]

For \(l=0\), \(A=1\). The split is not unique: a pole-free multiple of \(f(\rho_<)f(\rho_>)\) may be moved between the two terms. Equation (3) fixes one choice.

## First derivation: a contour and the behaviour at infinity

Let \(a=1/(2\nu)\) and

\[
\Phi(\sigma)=(\sigma-a)^{l+\nu}(\sigma+a)^{l-\nu}=(\sigma^2-a^2)^l\left(\frac{\sigma-a}{\sigma+a}\right)^{\nu},
\]

with a cut on \([-a,a]\). Try \(y=\rho^{l+1}v\), \(v=\int e^{2\rho\sigma}\Phi\,d\sigma\). Equation (1) becomes \(\rho v''+2(l+1)v'+2v-\rho v/\nu^2=0\). Under the integral its left side is

\[
\left[4\rho(\sigma^2-a^2)+4(l+1)\sigma+2\right]e^{2\rho\sigma}\Phi
=\frac{d}{d\sigma}\left[2(\sigma^2-a^2)e^{2\rho\sigma}\Phi\right],
\]

because \(\Phi'/\Phi=(2l\sigma+1)/(\sigma^2-a^2)\). The bracket vanishes at \(\sigma=a\) and at \(\mathrm{Re}\,\sigma\to-\infty\). Two solutions are thus

\[
H_\pm=-(2\rho)^{l+1}\int_{C_\pm}e^{2\rho\sigma}\Phi(\sigma)\,d\sigma, \tag{5}
\]

where both paths start at \(a\) and end at \(\mathrm{Re}\,\sigma=-\infty\), \(C_+\) passing below the cut and \(C_-\) above it. For real \(\nu\) they are complex conjugates. Define \(H=(H_++H_-)/2=\mathrm{Re}\,H_+\).

**Near the origin.** As \(\rho\to0\) large \(|\sigma|\) dominates and \(\Phi\to\sigma^{2l}\). With \(\sigma=-p\), the integral tends to \(-(2l)!/(2\rho)^{2l+1}\), so \(H_\pm\to(2l)!(2\rho)^{-l}\), as needed.

**The difference.** Following \(C_-\) backwards and then \(C_+\) encircles the cut clockwise. Therefore \(H_+-H_-=2\pi i(2\rho)^{l+1}\) times the coefficient of \(1/\sigma\) in \(e^{2\rho\sigma}\Phi\) at large \(\sigma\). This is a regular solution, so its leading term suffices, and that needs only \(\Phi\). With \(u=\sigma+a\), \(\Phi=u^{2l}(1-1/(\nu u))^{l+\nu}\), whose \(1/u\) coefficient is

\[
\binom{l+\nu}{2l+1}\left(-\frac1\nu\right)^{2l+1}=-\frac{A}{(2l+1)!},
\]

since \((\nu+l)\cdots(\nu-l)=\nu^{2l+1}A\). The shift from \(u\) to \(\sigma\) leaves this coefficient unchanged. Hence

\[
H_+-H_-=-2\pi i A f,\qquad H_\pm=H\mp i\pi A f. \tag{6}
\]

**At infinity.** For large \(\rho\) the endpoint dominates. Put \(\sigma=a+e^{\mp i\pi}p\) and \(\Phi\approx\nu^{\nu-l}(\sigma-a)^{l+\nu}\):

\[
H_\pm\sim(-1)^l e^{\mp i\pi\nu}\,\nu^{\nu-l}\,\Gamma(\nu+l+1)(2\rho)^{-\nu}e^{\rho/\nu}.
\]

The growing parts differ only in phase, and cancel in

\[
e^{i\pi\nu}H_+-e^{-i\pi\nu}H_-
=2i\sin(\pi\nu)\left[H-\pi A\cot(\pi\nu)f\right],
\]

where (6) was inserted on the right. A solution whose leading growing part is zero decays. For non-integer \(\nu\) the bracket is therefore a decaying solution with the normalization of \(D\), which proves (3). The integrals (5) are finite for every \(\nu>0\), so \(H\) has no poles there.

## Second derivation: the decaying solution near the origin

Now start from \(D\) itself. With \(x=2\rho/\nu\) and \(D=\nu^{-l}x^{l+1}e^{-x/2}w(x)\), equation (1) becomes \(xw''+(2l+2-x)w'-(l+1-\nu)w=0\). For \(0<\nu<l+1\) it is solved by

\[
w=\int_0^\infty e^{-xt}P(t)\,dt,\qquad P=t^{l-\nu}(1+t)^{l+\nu},
\]

since the equation turns the integrand into \(-\frac{d}{dt}[t(1+t)e^{-xt}P]\). This \(D\) decays, and \(w\to(2l)!\,x^{-2l-1}\) at small \(x\) gives the right normalization.

A solution of (1) is fixed by two numbers: the coefficient of \(\rho^{-l}\) and the non-logarithmic coefficient of \(\rho^{l+1}\). The second requires the \(x^0\) term of \(w\). At large \(t\),

\[
P=\sum_{j=0}^{2l}b_jt^{2l-j}+\frac bt+O(t^{-2}),\quad b_j=\binom{l+\nu}{j},\quad b=\frac{\nu^{2l+1}A}{(2l+1)!}.
\]

The powers in the sum integrate to inverse powers of \(x\). The remainder \(R=P-\sum_j b_jt^{2l-j}\) gives \(-b(\ln x+\gamma)+K\) as \(x\to0\), where \(\gamma=-\psi(1)\), \(\psi=\Gamma'/\Gamma\), and

\[
K=\int_0^1R\,dt+\int_1^\infty\left(R-\frac bt\right)dt
=\lim_{s\to0^-}\left[\int_0^\infty t^sR\,dt+\frac bs\right].
\]

To evaluate the last integral, continue the pieces on \((0,1)\) and \((1,\infty)\) separately in \(s\). A pure power \(t^m\) gives \(1/(s+m+1)\) and \(-1/(s+m+1)\), which cancel, so \(R\) may be replaced by \(P\). What remains is the continued beta integral

\[
\frac{\Gamma(l+1-\nu+s)\,\Gamma(-2l-1-s)}{\Gamma(-l-\nu)}
=-b\left[\frac1s+\psi(l+1-\nu)-\psi(2l+2)\right]+O(s).
\]

Here \(\Gamma(-2l-1-s)=[1/s-\psi(2l+2)+O(s)]/(2l+1)!\) and \(\Gamma(l+1-\nu)/\Gamma(-l-\nu)=\prod_{j=-l}^{l}(j-\nu)=-\nu^{2l+1}A\) were used. The \(1/s\) terms cancel in \(K\). Multiplying by \(\nu^{-l}x^{l+1}\), the terms of order \((2\rho)^{l+1}\) in \(D\) are

\[
-\frac{A(2\rho)^{l+1}}{(2l+1)!}\left[\ln\frac{2\rho}{\nu}+\psi(l+1-\nu)-\psi(1)-\psi(2l+2)\right]+q(2\rho)^{l+1}. \tag{7}
\]

The number \(q\) comes from \(e^{-x/2}\) multiplying the inverse powers of \(x\). It is \(\nu^{-2l-1}\) times a polynomial in \(\nu\) of degree at most \(2l\), so it has no poles for \(\nu>0\) and vanishes as \(\nu\to\infty\).

For larger \(\nu\), replace the \(t\) integral by a loop that comes in from \(+\infty\) with \(\arg t=0\), circles \(t=0\) counterclockwise at a radius below 1, and returns to \(+\infty\) with \(\arg t=2\pi\), divided by \(e^{-2\pi i\nu}-1\). This continues \(w\) analytically between the integers, so (7) holds for all non-integer \(\nu>0\). Now use the reflection formula

\[
\psi(l+1-\nu)=\psi(\nu-l)+\pi\cot(\pi\nu).
\]

The cotangent multiplies \(-\pi A\) times the leading term of \(f\). Removing it from \(D\) leaves a solution \(H\) with \(\psi(\nu-l)\) in (7). For \(\nu>0\) this digamma function has poles only at \(\nu=1,\dots,l\), where \(A\) vanishes. The recurrence for the other coefficients introduces none. So \(H\) is pole-free and (3) follows again. It is the same \(H\) as before, because both derivations add \(\pi A\cot(\pi\nu)f\) to the same \(D\).

## The poles

Near \(\nu=n\ge l+1\), \(\cot(\pi\nu)\approx1/[\pi(\nu-n)]\) and \(E-E_n\approx Z^2(\nu-n)/n^3\). Hence

\[
g\approx\frac{u(r)u(r')}{E_n-E},\qquad u=\sqrt{\frac{ZA}{n^3}}\,f .
\]

Comparison with the spectral expansion of \((h_l-E)^{-1}\), where \(h_l\) is the radial Hamiltonian, identifies \(u\) as the normalized bound function. At \(\nu=1,\dots,l\) the cotangent also diverges, but the zero of \(A\) makes the product finite: no level with \(n\le l\) appears. For \(l=2\), \(\nu=1.0001\), the product \(A\cot(\pi\nu)\) is \(-1.909\).

## The threshold

Let \(\nu\to\infty\) at fixed distances. Then \(\Phi\to\sigma^{2l}e^{-1/\sigma}\), and (1) loses its last term. Writing \(y=\sqrt{2\rho}\,U(z)\), \(z=\sqrt{8\rho}\), gives

\[
U''+\frac1zU'+\left[1-\frac{(2l+1)^2}{z^2}\right]U=0,
\]

which is Bessel's equation of order \(2l+1\). Matching at the origin gives \(f\to\sqrt{2\rho}\,J_{2l+1}(z)\).

For \(H\), use (7) with \(\psi(\nu-l)\) in place of \(\psi(l+1-\nu)\). Since \(\psi(\nu-l)-\ln\nu\to0\), \(q\to0\) and \(A\to1\), the terms of order \((2\rho)^{l+1}\) become

\[
-\frac{(2\rho)^{l+1}}{(2l+1)!}\left[\ln(2\rho)-\psi(1)-\psi(2l+2)\right].
\]

These, and the leading term \((2l)!(2\rho)^{-l}\), are those of \(-\pi\sqrt{2\rho}\,Y_{2l+1}(z)\). Thus \(H\to-\pi\sqrt{2\rho}\,Y_{2l+1}(z)\), and (4) takes the leading form

\[
g\approx-2\pi\sqrt{rr'}\,J_{2l+1}(z_<)\left[Y_{2l+1}(z_>)+\cot(\pi\nu)J_{2l+1}(z_>)\right],\quad z=\sqrt{8Zr}. \tag{8}
\]

The cotangent stays, because infinitely many levels accumulate at \(E=0\). The full \(g\) has no limit from below; \(f\), \(H\) and \(A\) do.

The contour shows how \(H\) approaches its limit. At fixed \(\sigma\),

\[
\nu\ln\frac{\sigma-a}{\sigma+a}=-\frac1\sigma-\frac{1}{12\nu^2\sigma^3}-\dots
\]

contains only even powers of \(1/\nu\), as does \((\sigma^2-a^2)^l\). On the initial real stretch \(a<\sigma<\nu^{-1/2}\) the factor \([(\sigma-a)/(\sigma+a)]^\nu\) is below \(e^{-1/\sigma}<e^{-\sqrt\nu}\), smaller than any power of \(1/\nu\). So \(H\) has an asymptotic series in \(1/\nu^2\), that is, in \(E\). This is the sense in which it is smooth at threshold; convergence of the series is not claimed.

**A second limit: outgoing waves.** Approach \(E=0\) along a ray inside the upper half-plane. Then \(\nu=Z/\sqrt{-2E}\) has a growing positive imaginary part, \(\cot(\pi\nu)\to-i\), and (8) becomes

\[
g\to2\pi i\sqrt{rr'}\,J_{2l+1}(z_<)\,H^{(1)}_{2l+1}(z_>),\qquad H^{(1)}=J+iY.
\]

Along such a ray the limit exists: the individual levels are no longer resolved.

## Hydrogen near the level \(n=10\)

Take \(Z=1\), \(l=1\), \(r=2\) bohr, \(r'=5\) bohr. Values of \(g\) are in 1/(hartree bohr).

| \(\nu\) | smooth part | cotangent part | \(g\) |
|---|---|---|---|
| 9.50 | −2.8907 | 0.0000 | −2.8907 |
| 9.90 | −2.8893 | 0.7412 | −2.1480 |
| 9.99 | −2.8890 | 7.6069 | 4.7180 |
| 10.01 | −2.8889 | −7.5945 | −10.4834 |
| 10.10 | −2.8886 | −0.7292 | −3.6178 |
| 10.50 | −2.8874 | 0.0000 | −2.8874 |

Direct numerical integration of the radial equation reproduces these sums to all printed digits. Across the level the smooth part changes by 0.0033, about 0.1% of its value, while the other part diverges and changes sign. At half-integer \(\nu\) the cotangent vanishes and \(g\) is the smooth part alone.

The strength of the pole can be read from the table. At \(\nu=9.99\), \(E_{10}-E=-0.00500000+0.00501002=1.002\times10^{-5}\) hartree, and \(7.6069\times1.002\times10^{-5}=7.62\times10^{-5}\) per bohr. The residue formula gives \(u(r)u(r')=7.603\times10^{-5}\) per bohr.

At threshold \(z_<=4\) and \(z_>=6.3246\), with \(J_3(z_<)=0.43017\), \(J_3(z_>)=0.01665\) and \(Y_3(z_>)=0.33595\). The smooth part of (8) is

\[
-2\pi\sqrt{10}\times0.43017\times0.33595=-2.8714,
\]

within 0.6% of its value at \(\nu=10.1\). The cotangent part is less well served. Its threshold coefficient is \(-0.1423\), so with \(\cot(10.1\pi)=3.078\) it contributes \(-0.438\) instead of \(-0.729\). The small \(J_3(z_>)\) shows that \(r'\) lies near a node of the threshold function, where a modest absolute change in \(f\) is a large relative one. For the whole \(g\), (8) gives \(-3.309\) against \(-3.618\), an error of 8.5% of the full value. At \(\nu=40.1\) the full value is \(-3.329\) and the error is 0.6%. The absolute error falls from 0.3084 to 0.0194, a factor of 15.9, close to \((40.1/10.1)^2=15.8\), as a leading correction in \(1/\nu^2\) requires.

For \(E=10^{-4}i\) hartree, direct integration gives \(-2.8695+0.1427i\); the outgoing limit is \(-2.8714+0.1423i\). The remaining numerical checks are in the output below.

## What each derivation assumes

Both derivations assume an attractive, pure Coulomb potential down to the origin, and the formulas as written are for integer \(l\). If the potential departs from \(-Z/r\) at short range, \(f\) is no longer the regular solution and (4) fails.

The contour argument uses the growth at infinity. It treats all non-integer \(\nu>0\) at once, and the cotangent arises as the mixture that cancels two growing waves. It also makes the evenness in \(1/\nu\) visible, and hence the expansion of \(H\) in powers of \(E\).

The local argument builds decay in from the start and uses the behaviour at the origin. It needs the reflection formula and a continuation from \(\nu<l+1\). In return it shows where the poles reside, in \(\psi(l+1-\nu)\), and gives the threshold function directly. The evenness is hidden there, since \(\psi(\nu-l)-\ln\nu\) and \(q\) separately contain odd powers of \(1/\nu\).

## Table of computed values

```
Example: Z = 1, l = 1, r = 2.0 bohr, r' = 5.0 bohr
All g values in 1/(hartree bohr), E in hartree
nu | E | smooth part | cot part | sum | direct integration
9.50 | -0.00554017 | -2.890659 | -0.000000 | -2.890659 | -2.890659
9.75 | -0.00525970 | -2.889760 | 0.243936 | -2.645824 | -2.645824
9.90 | -0.00510152 | -2.889250 | 0.741244 | -2.148006 | -2.148006
9.99 | -0.00501002 | -2.888953 | 7.606921 | 4.717968 | 4.717968
10.01 | -0.00499001 | -2.888888 | -7.594492 | -10.483380 | -10.483380
10.10 | -0.00490148 | -2.888600 | -0.729220 | -3.617820 | -3.617820
10.25 | -0.00475907 | -2.888135 | -0.234159 | -3.122294 | -3.122294
10.50 | -0.00453515 | -2.887400 | 0.000000 | -2.887400 | -2.887400
Bessel arguments z<, z> (no unit): 4.000000, 6.324555
J3(z<), J3(z>), Y3(z>): 0.430171, 0.016652, 0.335945
Smooth part at threshold, 1/(hartree bohr): -2.871375
Threshold coefficient of cot(pi nu), 1/(hartree bohr): -0.142327
nu = 10.1: Bessel form -3.309413, full g -3.617820 1/(hartree bohr)
nu = 40.1: Bessel form -3.309413, full g -3.328855 1/(hartree bohr)
u(r)u(r') for n = 10 from the split, 1/bohr: 0.00007603
Same from direct integration near the pole, 1/bohr: 0.00007603
g at E = i*4e-04 hartree: -2.863750 +0.143827i 1/(hartree bohr)
g at E = i*1e-04 hartree: -2.869468 +0.142703i 1/(hartree bohr)
Outgoing Bessel limit: -2.871375 +0.142327i 1/(hartree bohr)
A cot(pi nu) for l = 2, nu = 1.0001 (no unit): -1.90906
Largest relative error of the split in six cases: 1.2e-10
Norm of bound function n = 1, l = 0: 1.0000000000
Norm of bound function n = 3, l = 1: 1.0000000000
Norm of bound function n = 5, l = 3: 1.0000000000
```
